# Longitudinal and transverse optical frequencies from two permittivities: test program

```python
"""
Result under test: for a cubic diatomic crystal with one polar optical mode,
(omega_LO / omega_TO)^2 = eps_s / eps_inf, so 100 and 36 give 5/3.
eps_s: static permittivity; eps_inf: permittivity with clamped ions.
LO, TO: longitudinal and transverse optical modes at long wavelength.
Independent road: a rocksalt lattice of polarizable point ions, with explicit
Ewald dipole sums, diagonalization, and response to an external field.
Atomic units inside the lattice model; phonon energies elsewhere in meV.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erfc
from scipy.optimize import brentq

HARTREE_MEV = 1e3 * const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = 1e9 * const.physical_constants["Bohr radius"][0]
MASS_UNIT = const.atomic_mass / const.m_e
MEV_TO_THZ = 1e-3 * const.e / const.h / 1e12

# Inputs: permittivities of the exercise, rough GeTe-like lattice values
eps_s, eps_inf = 100.0, 36.0
lattice_nm = 0.60
masses_u = np.array([72.6, 127.6])
to_mev = 10.0

masses = masses_u * MASS_UNIT
reduced_mass = masses.prod() / masses.sum()
lattice = lattice_nm / BOHR_NM
volume = lattice**3 / 4

# Derived formulas
ratio = np.sqrt(eps_s / eps_inf)
lo_mev = ratio * to_mev
spring = reduced_mass * (to_mev / HARTREE_MEV)**2
born_charge = np.sqrt((eps_s - eps_inf) * volume * spring / (4 * np.pi))
field_stiffness = 4 * np.pi * born_charge**2 / (volume * eps_inf)


def dipole_couplings():
    """Local field per dipole between sublattices: longitudinal, transverse."""
    eta = 4.0
    q_hat = np.array([1.0, 2.0, 2.0]) / 3
    t_hat = np.array([2.0, 1.0, -2.0]) / 3
    q = 1e-3 * q_hat
    n = np.array(np.meshgrid(*[np.arange(-5, 6)] * 3)).reshape(3, -1).T
    sites = n[n.sum(axis=1) % 2 == 0] / 2
    g = np.array(np.meshgrid(*[np.arange(-9, 10)] * 3)).reshape(3, -1).T
    same_parity = np.all(g % 2 == g[:, :1] % 2, axis=1)
    g_vec = 2 * np.pi * g[same_parity]
    k = g_vec + q
    k2 = (k**2).sum(axis=1)
    coupling = {"L": np.zeros((2, 2)), "T": np.zeros((2, 2))}
    for i in range(2):
        for j in range(2):
            offset = np.array([0.5 * (i - j), 0.0, 0.0])
            weight = np.exp(-k2 / (4 * eta**2)) / k2
            weight = weight * np.cos(g_vec @ offset)
            tensor = -4 * np.pi / 0.25 * (k.T * weight) @ k
            d = sites + offset
            r = np.linalg.norm(d, axis=1)
            d, r = d[r > 1e-9], r[r > 1e-9]
            gauss = 2 * eta * r / np.sqrt(np.pi) * np.exp(-(eta * r)**2)
            b = (erfc(eta * r) + gauss) / r**3
            c = (3 * erfc(eta * r) + gauss * (3 + 2 * (eta * r)**2)) / r**5
            phase = np.cos(d @ q)
            tensor += (d.T * (c * phase)) @ d - np.eye(3) * (b * phase).sum()
            if i == j:
                tensor += np.eye(3) * 4 * eta**3 / (3 * np.sqrt(np.pi))
            coupling["L"][i, j] = q_hat @ tensor @ q_hat
            coupling["T"][i, j] = t_hat @ tensor @ t_hat
    return {name: t / lattice**3 for name, t in coupling.items()}


def point_ion_crystal(coupling, alphas, charge, short_spring):
    """Return LO, TO (meV), eps_s, eps_inf and Born charge of the lattice."""
    z = np.diag([charge, -charge])
    inv_alpha = np.diag(1 / np.asarray(alphas))
    pair = np.array([[1.0, -1.0], [-1.0, 1.0]])
    relative = np.array([masses[1], -masses[0]]) / masses.sum()
    root_mass = np.sqrt(np.outer(masses, masses))
    energy, stiffness, response = {}, {}, {}
    for name, t in coupling.items():
        response[name] = np.linalg.inv(inv_alpha - t)
        stiffness[name] = (short_spring * pair
                           - z @ inv_alpha @ response[name] @ t @ z)
        top = np.linalg.eigvalsh(stiffness[name] / root_mass)[-1]
        assert top > 0
        energy[name] = HARTREE_MEV * np.sqrt(top)
    ones = np.ones(2)
    t, resp = coupling["L"], response["L"]
    clamped = (resp @ ones).sum() / volume
    force = relative @ z @ inv_alpha @ resp @ ones
    shift = force / (relative @ stiffness["L"] @ relative) * relative
    relaxed = (z @ shift + resp @ (t @ z @ shift + ones)).sum() / volume
    e_inf = 1 / (1 - 4 * np.pi * clamped)
    e_s = 1 / (1 - 4 * np.pi * relaxed)
    t, resp = coupling["T"], response["T"]
    born = (z @ relative + resp @ t @ z @ relative).sum()
    return energy["L"], energy["T"], e_s, e_inf, born


# Lattice sums must give the cubic local field
coupling = dipole_couplings()
unit = 4 * np.pi / (3 * volume)
assert np.allclose(coupling["T"], unit, rtol=1e-5)
assert np.allclose(coupling["L"], -2 * unit, rtol=1e-5)

# Point-ion lattice tuned to the example; all outputs are recomputed
alpha_total = (eps_inf - 1) / (eps_inf + 2) / unit
alphas = alpha_total * np.array([0.3, 0.7])
ion_charge = 3 * born_charge / (eps_inf + 2)
short_spring = spring + unit * ion_charge * born_charge
micro = point_ion_crystal(coupling, alphas, ion_charge, short_spring)
assert np.allclose(micro, [lo_mev, to_mev, eps_s, eps_inf, born_charge],
                   rtol=1e-3)
assert abs(micro[0] / micro[1] - 5 / 3) < 1e-3

# Other crystals, not tuned to any permittivity or frequency
others = []
for filling, charge, k_short in [(0.5, 1.0, 0.05), (0.7, 1.5, 0.10)]:
    case = point_ion_crystal(coupling, filling / unit * np.array([0.4, 0.6]),
                             charge, k_short)
    assert abs(case[0] / case[1] / np.sqrt(case[2] / case[3]) - 1) < 1e-3
    others.append(case)


def lattice_eps(w):
    return eps_inf + (eps_s - eps_inf) * to_mev**2 / (to_mev**2 - w**2)


zero = brentq(lattice_eps, 1.001 * to_mev, 5 * to_mev)
assert abs(zero - lo_mev) < 1e-8

# Softer transverse mode with the same charge, volume and eps_inf
soft_to = 0.9 * to_mev
soft_spring = reduced_mass * (soft_to / HARTREE_MEV)**2
soft_eps = eps_inf + 4 * np.pi * born_charge**2 / (volume * soft_spring)
soft_ratio = np.sqrt(soft_eps / eps_inf)
soft = point_ion_crystal(coupling, alphas, ion_charge,
                         short_spring - spring + soft_spring)
assert abs(soft[0] / soft[1] / soft_ratio - 1) < 1e-3
assert abs(soft[2] / soft_eps - 1) < 1e-3

# Free holes: zeros of the total permittivity, with carrier scattering
hole_density, hole_mass, mobility = 1e20, 0.3, 50.0


def plasma_mev(density_cm3):
    n_au = density_cm3 * 1e-21 * BOHR_NM**3
    return HARTREE_MEV * np.sqrt(4 * np.pi * n_au / (eps_inf * hole_mass))


def coupled_modes(plasma, scattering):
    ions = np.array([-1, 0, to_mev**2], dtype=complex)
    holes = np.array([1, 1j * scattering, 0])
    poly = np.polymul(eps_inf * ions, holes)
    poly = np.polyadd(poly, (eps_s - eps_inf) * to_mev**2 * holes)
    poly = np.polyadd(poly, -eps_inf * plasma**2 * ions)
    roots = np.roots(poly)
    return sorted(roots[roots.real > 1e-6], key=lambda w: w.real)


scattering = 1e3 * const.hbar / (hole_mass * const.m_e * mobility * 1e-4)
plasma = plasma_mev(hole_density)
modes = coupled_modes(plasma, scattering)
assert len(modes) == 2
assert abs(modes[0].real - to_mev) < 0.1 * (lo_mev - to_mev)
shifted = 1.01 * lo_mev
plasma_limit = shifted * np.sqrt(lattice_eps(shifted) / eps_inf)
density_limit = hole_density * (plasma_limit / plasma)**2
upper = coupled_modes(plasma_mev(density_limit), 0.0)[-1].real
assert abs(upper / lo_mev - 1.01) < 1e-6

# Phonon damping: real parts of the complex zero and pole
damping = 2.0
pole = np.roots([1, 1j * damping, -to_mev**2]).real.max()
damped_zero = np.roots([eps_inf, 1j * damping * eps_inf,
                        -eps_s * to_mev**2]).real.max()
damped_ratio = damped_zero / pole

# Two polar modes: only the product of ratios is fixed
two_to = np.array([10.0, 14.0])
strengths = np.array([40.0, 24.0])
vector = two_to * np.sqrt(strengths / eps_inf)
two_lo = np.sqrt(np.linalg.eigvalsh(np.diag(two_to**2)
                                    + np.outer(vector, vector)))
two_ratios = two_lo / two_to
assert abs(two_ratios.prod() - ratio) < 1e-10
assert np.all(np.abs(two_ratios - ratio) > 0.05)

# Retardation at the wavevector pi / film thickness
film_nm = 20.0
hbar_c = const.hbar * const.c / const.e * 1e12
light2 = (hbar_c * np.pi / film_nm)**2
branches = np.roots([eps_inf, -(eps_s * to_mev**2 + light2),
                     light2 * to_mev**2])
retardation = 1 - np.sqrt(branches.real.min()) / to_mev
assert 0 < retardation < 1e-4

print(f"static permittivity: {eps_s:.0f} (no unit)")
print(f"electronic permittivity: {eps_inf:.0f} (no unit)")
print(f"permittivity ratio: {eps_s / eps_inf:.4f} (no unit)")
print(f"LO/TO frequency ratio: {ratio:.4f} (no unit)")
print(f"lattice constant: {lattice_nm:.2f} nm")
print(f"primitive-cell volume: {volume * BOHR_NM**3:.4f} nm^3")
print(f"atomic masses: {masses_u[0]:.1f} and {masses_u[1]:.1f} u")
print(f"reduced mass: {reduced_mass / MASS_UNIT:.2f} u")
print(f"TO energy: {to_mev:.2f} meV = {to_mev * MEV_TO_THZ:.3f} THz")
print(f"LO energy: {lo_mev:.2f} meV = {lo_mev * MEV_TO_THZ:.3f} THz")
print(f"LO minus TO energy: {lo_mev - to_mev:.2f} meV")
print(f"zero-field spring constant K: {spring:.5f} atomic units")
print(f"added field stiffness: {field_stiffness:.5f} atomic units")
print(f"field stiffness / K: {field_stiffness / spring:.4f} (no unit)")
print(f"Born charge magnitude: {born_charge:.2f} e")
print(f"point-ion lattice LO, TO: {micro[0]:.3f}, {micro[1]:.3f} meV")
print(f"point-ion lattice eps_s, eps_inf: {micro[2]:.2f}, {micro[3]:.2f}")
print(f"point-ion lattice LO/TO: {micro[0] / micro[1]:.4f} (no unit)")
for label, case in zip("AB", others):
    print(f"other lattice {label}: eps_s {case[2]:.3f}, eps_inf {case[3]:.3f},"
          f" LO/TO {case[0] / case[1]:.4f}, root {np.sqrt(case[2]/case[3]):.4f}")
print(f"hole density: {hole_density:.1e} cm^-3")
print(f"hole mass: {hole_mass:.1f} electron masses")
print(f"hole mobility: {mobility:.0f} cm^2/(V s)")
print(f"screened plasma energy: {plasma:.1f} meV")
print(f"hole scattering energy: {scattering:.1f} meV")
print(f"phonon-like longitudinal mode with holes: {modes[0].real:.2f} meV")
print(f"plasmon-like longitudinal mode: {modes[1].real:.1f} meV")
print(f"density for 1% upper-mode shift, undamped: {density_limit:.2e} cm^-3")
print(f"phonon damping: {damping:.1f} meV")
print(f"ratio of real frequencies with damping: {damped_ratio:.4f} (no unit)")
print(f"softened TO energy: {soft_to:.2f} meV")
print(f"softened case: eps_s {soft_eps:.1f}, LO/TO {soft_ratio:.4f}")
for factor in (0.8, 1.2):
    changed = factor * eps_s
    print(f"LO/TO for eps_s {changed:.0f}: {np.sqrt(changed / eps_inf):.4f}")
print(f"two-mode TO energies: {two_to[0]:.1f}, {two_to[1]:.1f} meV")
print(f"two-mode strengths: {strengths[0]:.0f}, {strengths[1]:.0f} (no unit)")
print(f"two-mode LO energies: {two_lo[0]:.2f}, {two_lo[1]:.2f} meV")
print(f"two-mode ratios: {two_ratios[0]:.4f}, {two_ratios[1]:.4f} (no unit)")
print(f"two-mode product of ratios: {two_ratios.prod():.4f} (no unit)")
print(f"film thickness: {film_nm:.0f} nm")
print(f"relative TO lowering by retardation: {retardation:.1e} (no unit)")
print("PASS")
```

Output:

```
static permittivity: 100 (no unit)
electronic permittivity: 36 (no unit)
permittivity ratio: 2.7778 (no unit)
LO/TO frequency ratio: 1.6667 (no unit)
lattice constant: 0.60 nm
primitive-cell volume: 0.0540 nm^3
atomic masses: 72.6 and 127.6 u
reduced mass: 46.27 u
TO energy: 10.00 meV = 2.418 THz
LO energy: 16.67 meV = 4.030 THz
LO minus TO energy: 6.67 meV
zero-field spring constant K: 0.01139 atomic units
added field stiffness: 0.02025 atomic units
field stiffness / K: 1.7778 (no unit)
Born charge magnitude: 4.60 e
point-ion lattice LO, TO: 16.667, 10.000 meV
point-ion lattice eps_s, eps_inf: 100.00, 36.00
point-ion lattice LO/TO: 1.6667 (no unit)
other lattice A: eps_s 9.107, eps_inf 4.000, LO/TO 1.5089, root 1.5089
other lattice B: eps_s 70.518, eps_inf 8.000, LO/TO 2.9690, root 2.9690
hole density: 1.0e+20 cm^-3
hole mass: 0.3 electron masses
hole mobility: 50 cm^2/(V s)
screened plasma energy: 113.0 meV
hole scattering energy: 77.2 meV
phonon-like longitudinal mode with holes: 9.95 meV
plasmon-like longitudinal mode: 106.8 meV
density for 1% upper-mode shift, undamped: 6.76e+16 cm^-3
phonon damping: 2.0 meV
ratio of real frequencies with damping: 1.6720 (no unit)
softened TO energy: 9.00 meV
softened case: eps_s 115.0, LO/TO 1.7874
LO/TO for eps_s 80: 1.4907
LO/TO for eps_s 120: 1.8257
two-mode TO energies: 10.0, 14.0 meV
two-mode strengths: 40, 24 (no unit)
two-mode LO energies: 11.63, 20.06 meV
two-mode ratios: 1.1630, 1.4331 (no unit)
two-mode product of ratios: 1.6667 (no unit)
film thickness: 20 nm
relative TO lowering by retardation: 3.3e-06 (no unit)
PASS
```
